# Flat-band shifts from sheet charges at three depths in a gate oxide

## The problem

A silicon dioxide layer of thickness $t=10\ \mathrm{nm}$ separates a gate from p-type silicon. A sheet of fixed positive charge, with $10^{12}$ elementary charges per $\mathrm{cm^2}$, is put into the oxide. Three cases are compared, one sheet at a time:

- the sheet lies at the gate face of the oxide;
- it lies in the middle of the oxide;
- it lies at the oxide-silicon interface.

Calculate the change of flat-band voltage in each case, and find how the change depends on the distance $x$ between gate and sheet. The oxide has relative permittivity 3.9. The gate-silicon work-function difference, expressed as a voltage, is $\phi_{ms}=-1.0\ \mathrm V$ and is held fixed throughout.

The flat-band voltage $V_{FB}$ is the gate voltage, measured against the silicon bulk, at which the silicon has no field and no net charge anywhere. Its energy bands are then flat right up to the oxide.

## A tempting solution

The oxide is a capacitor, with capacitance per unit area

$$C_{ox}=\frac{\epsilon_{ox}}{t}.$$

At flat band the silicon is neutral, so it cannot compensate the charge $Q$ per unit area in the oxide. The gate must therefore carry $-Q$. A capacitor whose gate plate carries $-Q$ has the voltage $-Q/C_{ox}$ across it, so

$$\Delta V_{FB}=-\frac{Q}{C_{ox}}=-\frac{Qt}{\epsilon_{ox}}\qquad\text{(claimed for every position)}.$$

By this argument all three sheets give the same shift, about $-0.46\ \mathrm V$.

## Where it fails

The first statements are correct: the silicon is neutral at flat band, and the gate does carry $-Q$. The fault lies in the use of $C_{ox}$. The relation "voltage equals charge divided by $\epsilon_{ox}/t$" holds when the two opposite charges are a distance $t$ apart, so that the field between them fills the whole oxide. Here the opposite charges are $-Q$ on the gate and $+Q$ on the sheet, and their separation is $x$.

The sheet at the gate shows the error most clearly. There $+Q$ and $-Q$ lie on top of each other, no field is left between them, and no voltage can result. The tempting answer nevertheless gives this sheet its full shift. It is right for the interface sheet, because in that case $x=t$.

## The right solution

**Assumptions.** All layers are plane, and the charge is spread evenly over the sheet. The oxide is a linear dielectric with no other charge in it. The charge $Q$ does not change when the gate voltage changes. The gate is an ideal conductor. The $x$ axis points from the gate face, $x=0$, to the silicon face, $x=t$. The electrostatic potential $\varphi$ is zero deep in the silicon, and the field is $E=-d\varphi/dx$.

**Gate voltage and potential.** A voltmeter compares Fermi levels, not electrostatic potentials, so the two must first be related. An electron at rest just outside a material has energy $-e\varphi$, and the Fermi level lies below this by the work function. With work functions $\Phi_g$ for the gate and $\Phi_s$ for the silicon,

$$E_{F,g}=-e\varphi(0)-\Phi_g,\qquad E_{F,s}=0-\Phi_s .$$

The gate voltage is the difference of Fermi levels divided by the electron charge $-e$:

$$V_G=-\frac{E_{F,g}-E_{F,s}}{e}=\varphi(0)+\frac{\Phi_g-\Phi_s}{e}=\varphi(0)+\phi_{ms}.\tag{1}$$

Without charge in the oxide, flat band means that there is no field in the silicon and none in the oxide. Then $\varphi(0)=0$ and $V_{FB}=\phi_{ms}$.

**Field between sheet and silicon.** Now the sheet is present and the gate voltage has been readjusted to flat band. The field in the silicon is zero. There is no charge between the sheet and the silicon, so Gauss's law makes $\epsilon E$ constant across that region, interface included. Hence

$$E_{right}=0 .$$

**Field between gate and sheet.** Take a flat closed box around a unit area of the sheet. The flux of $\epsilon_{ox}E$ out of it is $\epsilon_{ox}E_{right}$ through the face towards the silicon and $-\epsilon_{ox}E_{left}$ through the face towards the gate. The total equals the enclosed charge:

$$\epsilon_{ox}\left(E_{right}-E_{left}\right)=Q .$$

With $E_{right}=0$ this gives

$$E_{left}=-\frac{Q}{\epsilon_{ox}} .$$

For positive $Q$ the minus sign means that the field points from the sheet to the gate, where its lines end on the charge $-Q$.

**Potential at the gate.** From the sheet to the silicon bulk there is no field, so the sheet itself is at potential zero. Integrating $E=-d\varphi/dx$ from gate to sheet gives

$$\varphi(0)-0=\int_0^x E_{left}\,dx'=-\frac{Qx}{\epsilon_{ox}} .$$

Inserting this in (1) and subtracting the charge-free value $\phi_{ms}$,

$$\boxed{\Delta V_{FB}(x)=-\frac{Q\,x}{\epsilon_{ox}}}\qquad 0\le x\le t .\tag{2}$$

The strength of the field between gate and sheet does not depend on $x$; what grows is the length over which it acts. The derivative of the shift, $d\Delta V_{FB}/dx=-Q/\epsilon_{ox}$, is constant, so the size of the shift grows linearly with distance from the gate. For $x>0$, a positive sheet moves the flat-band voltage down and a negative sheet moves it up.

**Numbers.** The sheet density is $10^{16}\ \mathrm{m^{-2}}$, so

$$Q=(1.6022\times10^{-19}\ \mathrm C)(10^{16}\ \mathrm{m^{-2}})=1.6022\times10^{-3}\ \mathrm{C/m^2},$$

$$\epsilon_{ox}=3.9\times8.8542\times10^{-12}\ \mathrm{F/m}=3.4531\times10^{-11}\ \mathrm{F/m}.$$

The field between gate and sheet has the size

$$\frac{Q}{\epsilon_{ox}}=\frac{1.6022\times10^{-3}}{3.4531\times10^{-11}}\ \mathrm{V/m}=4.640\times10^{7}\ \mathrm{V/m}=0.464\ \mathrm{MV/cm}.$$

Each nanometre between gate and sheet therefore contributes $-46.4\ \mathrm{mV}$. The three answers are:

- gate, $x=0$: $\Delta V_{FB}=0$ and $V_{FB}=-1.000\ \mathrm V$;
- mid-oxide, $x=5\ \mathrm{nm}$: $\Delta V_{FB}=-5\times46.4\ \mathrm{mV}=-0.232\ \mathrm V$ and $V_{FB}=-1.232\ \mathrm V$;
- interface, $x=10\ \mathrm{nm}$: $\Delta V_{FB}=-10\times46.4\ \mathrm{mV}=-0.464\ \mathrm V$ and $V_{FB}=-1.464\ \mathrm V$.

The shifts are in the ratio $0:1:2$. The third decimal serves to compare the cases within the model; the rough inputs do not fix a real device that finely.

## The shift away from flat band

Flat band is one point on the characteristic of the device. To see what happens at other points, let the silicon surface have potential $\psi_s$ and let the silicon hold a charge $Q_s(\psi_s)$ per unit area. In thermal equilibrium, for given doping and temperature, this charge is fixed by $\psi_s$.

A box that reaches from the oxide, just beyond the sheet, into the field-free silicon bulk encloses $Q_s$. Flux leaves it through the oxide face alone, so

$$-\epsilon_{ox}E_{right}=Q_s\quad\Rightarrow\quad E_{right}=-\frac{Q_s}{\epsilon_{ox}} .$$

The jump at the sheet is unchanged:

$$E_{left}=E_{right}-\frac{Q}{\epsilon_{ox}}=-\frac{Q_s+Q}{\epsilon_{ox}} .$$

The potential at the gate face is the surface potential plus the two voltage drops in the oxide:

$$\varphi(0)=\psi_s+E_{left}\,x+E_{right}(t-x)
=\psi_s-\frac{Q_s x+Qx+Q_s t-Q_s x}{\epsilon_{ox}} .$$

The terms in $Q_sx$ cancel, and (1) gives

$$V_G=\phi_{ms}+\psi_s-\frac{Q_s(\psi_s)\,t}{\epsilon_{ox}}-\frac{Qx}{\epsilon_{ox}} .\tag{3}$$

This equation contains both capacitor separations. The silicon charge appears with the full thickness $t$, because it sits at the far side of the oxide; the sheet charge appears with its own distance $x$. The tempting solution gave the sheet the factor that belongs to the silicon charge.

At a given $\psi_s$, the sheet changes $V_G$ by $-Qx/\epsilon_{ox}$, whatever $\psi_s$ is. The whole curve of silicon charge against gate voltage therefore moves sideways without changing shape. The equilibrium capacitance curve moves with it: the gate charge is $-(Q+Q_s)$, and with $Q$ fixed its changes are those of $-Q_s$.

Doping affects $Q_s(\psi_s)$ but not the last term of (3). A numerical solution of the nonlinear Poisson equation through gate, oxide and silicon agrees with this. For the interface sheet it gives a shift of $-0.464\ \mathrm V$ at $\psi_s=-0.1$, $0$ and $+0.3\ \mathrm V$ with $10^{17}$ acceptors per $\mathrm{cm^3}$. It gives the same value at flat band with $10^{16}$ per $\mathrm{cm^3}$, $\phi_{ms}$ being held fixed.

If $Q$ itself depends on $\psi_s$, as it does for interface traps that fill and empty, the last term of (3) varies along the curve. The curve is then distorted as well as moved.

## Several sheets and spread charge

Equation (2) is linear in the charge, so the shifts of several fixed charges add. If all three sheets were present together, the total would be

$$0-0.232\ \mathrm V-0.464\ \mathrm V=-0.696\ \mathrm V .$$

A charge density $\rho(x)$ can be cut into thin sheets of charge $\rho\,dx$, which gives

$$\Delta V_{FB}=-\frac1{\epsilon_{ox}}\int_0^t x\,\rho(x)\,dx .$$

For a total charge $Q\neq0$ this is $-Q\bar x/\epsilon_{ox}$, where $\bar x=\frac1Q\int_0^t x\rho\,dx$ is the centroid of the charge. Charge spread evenly through the whole oxide has $\bar x=t/2$ and acts like the mid-oxide sheet.

It follows that one measured shift does not reveal both the amount and the position of the charge. The value $-0.232\ \mathrm V$ fits $10^{12}$ charges per $\mathrm{cm^2}$ at mid-oxide, and equally $5\times10^{11}$ at the interface, since both have the same product $Qx$.

If the gate insulator consists of layers with different permittivities, the quantity $\epsilon E=-Q$ is still constant between gate and sheet, but $E$ is not. The shift is then $-Q\int_0^x dx'/\epsilon(x')$: still increasing in size with $x$, but with a different slope in each layer.

## What the ideal model leaves out

**A gate that screens over a finite depth.** In heavily doped polysilicon the charge $-Q$ is spread over a small depth. Let the gate interior be at potential $\varphi_m$, and let the gate respond linearly with screening length $\lambda$:

$$\frac{d^2\varphi}{dx^2}=\frac{\varphi-\varphi_m}{\lambda^2}\quad(x<0),\qquad \varphi-\varphi_m=A\,e^{x/\lambda}.$$

The second expression is the solution that dies out into the gate. At the gate surface its field is $-A/\lambda$. At flat band the gate must hold $-Q$ in total, so $\epsilon_g(-A/\lambda)=-Q$ and $A=Q\lambda/\epsilon_g$. The potential in (1) is now that of the gate interior:

$$\varphi_m=\varphi(0)-A=-\frac{Qx}{\epsilon_{ox}}-\frac{Q\lambda}{\epsilon_g} .$$

The extra term is the same for every $x$. The slope survives, but the sheet at the gate no longer gives zero. With a rough $\lambda=0.5\ \mathrm{nm}$ and the permittivity of silicon, $\epsilon_g=11.7\,\epsilon_0$, the extra shift is $-7.7\ \mathrm{mV}$, under 2 % of the interface shift. It is smaller than $kT/e=25.9\ \mathrm{mV}$ at 300 K, which makes a linear response reasonable. A length of $0.5\ \mathrm{nm}$ corresponds to a degenerate gate with roughly $2\times10^{20}$ donors per $\mathrm{cm^3}$. In a more lightly doped gate $\lambda$ is longer and the response is no longer linear over the whole characteristic. The extra term then changes with $\psi_s$, and the curve is slightly distorted as well as moved, even with $Q$ fixed.

**Interface charge with some depth.** If the interface charge fills the last nanometre of oxide evenly, its centroid is at $9.5\ \mathrm{nm}$. The shift becomes $-9.5\times46.4\ \mathrm{mV}=-0.441\ \mathrm V$, which is $23\ \mathrm{mV}$ smaller in size than for the ideal sheet.

**Random number of charges.** A device of area $1\ \mathrm{\mu m^2}$ holds $10^4$ of these charges on average. If they are placed independently, the number has standard deviation $\sqrt{10^4}=100$, or 1 %. The interface shift then varies between devices with a standard deviation of $4.6\ \mathrm{mV}$. The relative spread grows as the area shrinks.

**Separate charges instead of a smooth sheet.** Each charge has on average a square of side $1/\sqrt{10^{12}\ \mathrm{cm^{-2}}}=10\ \mathrm{nm}$ to itself; this length is called the mean spacing here. If the charges are placed independently, the nearest neighbour is on average only half as far away, $5\ \mathrm{nm}$. With the charges at the interface, the potential along the silicon surface is higher near a charge than between charges. For its scale, take one charge on the plane between an oxide half-space and a silicon half-space, and try $\varphi=K/r$. This is continuous, and its field has no component normal to the plane away from the charge, so both boundary conditions hold. Gauss's law on a sphere, half in each material, fixes $K$:

$$2\pi r^2(\epsilon_{ox}+\epsilon_s)\frac{K}{r^2}=e\quad\Rightarrow\quad \varphi=\frac{e}{2\pi(\epsilon_{ox}+\epsilon_s)\,r} .$$

At half the mean spacing, $r=5\ \mathrm{nm}$, this is $37\ \mathrm{mV}$. This is the potential of one charge, without screening by the gate and by carriers in the silicon; with linear screening and $10^{17}$ acceptors per $\mathrm{cm^3}$ it drops to about $25\ \mathrm{mV}$, comparable with $kT/e$. It is not an upper bound on the unevenness, because the potentials of many independently placed charges add: in the same linear screening their sum fluctuates with a standard deviation of roughly $55\ \mathrm{mV}$ at a depth of $1\ \mathrm{nm}$ in the silicon. That exceeds $kT/e$, so this figure too is only a scale. Closer to a charge the potential is higher. The bands of such a device therefore cannot be taken as flat everywhere at one gate voltage. Equation (2) describes the smooth-sheet model; the correction to an averaged flat-band voltage is not calculated here.

**Breakdown and tunnelling.** The smooth-sheet field of $0.46\ \mathrm{MV/cm}$ is about 5 % of a rough breakdown field of $10\ \mathrm{MV/cm}$; very close to a single charge the local field is higher. For tunnelling, an electron wave under a barrier of height $B$ decays as $e^{-\kappa s}$ with distance $s$, where $\kappa=\sqrt{2mB}/\hbar$, so its density falls by $e^{-2\kappa t}$ across the oxide. For an electron from the gate, with the sheet at the interface, the barrier falls from a rough $3.1\ \mathrm{eV}$ at the gate to $3.1-0.464=2.636\ \mathrm{eV}$ at the silicon. Using the lowest value throughout overestimates this factor. With a rough mass of 0.4 electron masses it is still only about $10^{-46}$. This estimate does not cover conduction through defects in a damaged oxide, nor tunnelling between the silicon and oxide charges close to it, where the distance is much shorter than $t$.

## Beside a real oxide

A 10 nm oxide is thick compared with the gate insulators of modern logic transistors, but it is a realistic thickness for devices that work at higher voltages. The density of $10^{12}$ charges per $\mathrm{cm^2}$ is high: it is a rough level for a stressed or irradiated oxide, while a good thermal oxide has roughly $10^{10}$ to $10^{11}$. At $10^{11}$ the interface shift in this model would be ten times smaller, about $-46\ \mathrm{mV}$. In a damaged device the assumption that $Q$ stays fixed may fail. If interface traps change their charge by $10^{11}$ elementary charges per $\mathrm{cm^2}$ between two gate voltages, the shifts at those two voltages differ by the same $46\ \mathrm{mV}$.

The numerical solution for sheets at $0$, $2.5$, $5$, $7.5$ and $10\ \mathrm{nm}$ differs from (2) by at most $0.015\ \mathrm{mV}$. Its gate screens over $0.001\ \mathrm{nm}$. The gate term derived above, $7.7\ \mathrm{mV}$ for $0.5\ \mathrm{nm}$, scales to $0.015\ \mathrm{mV}$ at that length and accounts for the difference. The remaining values are in the numerical output.

## Table of computed values

```
INPUTS (round or rough typical values)
oxide thickness: 10.0 nm
relative permittivity, oxide: 3.9; silicon: 11.7
sheet density: 1.0e+12 charges/cm2
acceptor density: 1.0e+17 /cm3
intrinsic density: 1.0e+10 /cm3
temperature: 300 K; kT/e: 25.85 mV
work-function difference phi_ms: -1.000 V
INTERMEDIATE VALUES
elementary charge: 1.602177e-19 C
vacuum permittivity: 8.854188e-12 F/m
oxide permittivity: 3.4531e-11 F/m
sheet charge Q: 1.6022e-03 C/m2 = 0.1602 uC/cm2
field size Q/eps_ox: 4.6398e+07 V/m = 0.4640 MV/cm
slope of shift: -46.40 mV per nm
FLAT-BAND RESULTS
gate: x = 0.0 nm, shift formula 0.0000 V, solver -0.0000 V, V_FB -1.0000 V
mid-oxide: x = 5.0 nm, shift formula -0.2320 V, solver -0.2320 V, V_FB -1.2320 V
interface: x = 10.0 nm, shift formula -0.4640 V, solver -0.4640 V, V_FB -1.4640 V
largest solver-formula difference, 5 positions: 0.015 mV
interface shift, negative charge (solver): 0.4640 V
interface shift, doping 1e+16 /cm3 (solver): -0.4640 V
interface shift at surface potential -0.1 V (solver): -0.4640 V
interface shift at surface potential +0.3 V (solver): -0.4640 V
mid-oxide sheet, field on gate side (solver): -0.4640 MV/cm
mid-oxide sheet, field on silicon side (solver): 0.0000 MV/cm
NEGLECTED EFFECTS
gate screening length (rough): 0.50 nm
extra shift from gate screening: -7.73 mV
interface charge spread over: 1.0 nm
shift with spread charge: -0.4408 V
change due to spreading: +23.20 mV
device area: 1.0 um2; mean number of charges: 10000
device-to-device spread of interface shift: 4.64 mV
mean spacing of charges: 10.0 nm
single-charge potential at half spacing, unscreened: 36.9 mV
breakdown field (rough): 10 MV/cm
oxide field / breakdown field: 0.046
barrier (rough): 3.1 eV; lowest value in oxide: 2.636 eV
tunnelling mass (rough): 0.4 electron masses
log10 of tunnelling factor (overestimate): -45.7
```
